# The regularised determinant of the partial-wave Coulomb kernel

## Scaling and the form of the answer

Hartree atomic units are used. In the partial wave $l$, at energy $E=-k^2/2$ with $k>0$, the attraction $-Z/r$ enters with two parameters: $Z$ and $k$, both inverse lengths. A determinant is dimensionless and unchanged by the unitary rescaling $x=kr$, so it can depend on them through

$$\nu=\frac Zk$$

alone. Scaling also shows where trouble must arise. At large $r$ the free Green's function is local on the scale $1/k$, so the trace of "Green's function times potential" behaves as $\nu\int dx/x$. It grows logarithmically, and a cut-off at radius $R$ brings in $\ln(kR)$. The ordinary determinant then carries a factor $(kR)^{-\nu}$, which tends to $0$ for $\nu>0$ and to infinity for $\nu<0$. A non-trivial finite function of $\nu$ and $l$ therefore requires this logarithm to be removed. The regularised determinant below does so by subtracting the whole trace.

**The kernel.** Let $\mu=l+\tfrac12$, and let $g_l$ be the Green's function of

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+\frac{k^2}{2}$$

that is regular at $0$ and decays at infinity. The corresponding homogeneous solutions are $\sqrt r\,I_\mu(kr)$ and $\sqrt r\,K_\mu(kr)$, so $g_l=c\sqrt{rr'}\,I_\mu(kr_<)K_\mu(kr_>)$. The equation $h_lg_l=\delta$ requires $\partial_rg_l$ to jump by $-2$ at $r=r'$. Since $I_\mu K_\mu'-I_\mu'K_\mu=-1/x$, the jump is $-c$, and $c=2$.

A bound state obeys $u=g_l(Z/r)u$. With $v=r^{-1/2}u$ this is $v=Z\,r^{-1/2}g_l\,r^{-1/2}v$, whose kernel is $2Z\,I_\mu(kr_<)K_\mu(kr_>)$. In the variable $x=kr$ the measure supplies $1/k$, and the operator becomes $\nu A_l$ on $L^2(0,\infty;dx)$, with

$$A_l(x,y)=2\,I_\mu(x_<)\,K_\mu(x_>).$$

**The determinant.** An operator $T$ is Hilbert-Schmidt if its kernel is square integrable, and trace class if its singular values have a finite sum. The series for $(1-T)e^T-1$ begins with $-T^2/2$. For Hilbert-Schmidt $T$ it is therefore trace class, and it depends continuously on $T$ in the Hilbert-Schmidt norm. Hence

$$\det{}_2(1-T)=\det\left[(1-T)e^{T}\right]=\prod_j(1-\lambda_j)e^{\lambda_j}$$

exists, where $\lambda_j$ are the eigenvalues of $T$. If $T$ itself is trace class, $\det_2(1-T)=\det(1-T)\,e^{\operatorname{tr}T}$.

## Theorem

Let $l=0,1,2,\dots$, let $k>0$, and let $\nu$ be any complex number. Then:

1. $A_l$ is positive and Hilbert-Schmidt, with $\|A_l\|_2^2=\psi'(l+1)$.
2. $A_l$ is not trace class.
3. The regularised determinant is
$$\det{}_2(1-\nu A_l)=\frac{l!\;e^{-\nu\psi(l+1)}}{\Gamma(l+1-\nu)}.$$

Here $\psi=\Gamma'/\Gamma$. The extension to complex $k$ is given at the end.

## Lemma 1: the kernel is square integrable

*Proof.* Set $W=l(l+1)/(2r^2)\ge0$. From $h_0g_l=\delta-Wg_l$ it follows that

$$g_l=g_0-g_0Wg_l .$$

For $l\ge1$ the integral converges at the origin, because $g_l$ vanishes there as $r^{l+1}$. All factors are non-negative, so $0\le g_l\le g_0$, and therefore $0\le A_l\le A_0$ pointwise. It is enough to treat $l=0$, where the Bessel functions are elementary:

$$A_0(x,y)=\frac{2\sinh(x_<)\,e^{-x_>}}{\sqrt{xy}} .$$

By symmetry, take twice the region $x<y$ and set $x=ty$, so that $dx/x=dt/t$. With $4\sinh^2(ty)=e^{2ty}+e^{-2ty}-2$,

$$\|A_0\|_2^2=2\int_0^1\frac{dt}{t}\int_0^\infty\frac{dy}{y}\left[e^{-2(1-t)y}+e^{-2(1+t)y}-2e^{-2y}\right].$$

The Frullani integral $\int_0^\infty(e^{-ay}-e^{-by})\,dy/y=\ln(b/a)$ turns the inner integral into $-\ln(1-t)-\ln(1+t)=-\ln(1-t^2)$. Expanding the logarithm,

$$\|A_0\|_2^2=2\sum_{m\ge1}\frac1m\int_0^1t^{2m-1}dt=\sum_{m\ge1}\frac1{m^2}=\frac{\pi^2}{6}.\qquad\blacksquare$$

## Lemma 2: the eigenvalues of $A_l$ are $1/n$, $n\ge l+1$, each simple

*Proof.* Put $S_n=x^{l+1}e^{-x}F(x)$ into

$$-\frac12S_n''+\frac{l(l+1)}{2x^2}S_n+\frac12S_n=\frac nx\,S_n .$$

The second derivative is

$$S_n''=x^{l+1}e^{-x}\left[F''+2\left(\frac{l+1}{x}-1\right)F'+\left(\frac{l(l+1)}{x^2}-\frac{2(l+1)}{x}+1\right)F\right].$$

The terms in $1/x^2$ and the constants cancel, which leaves

$$xF''+(2l+2-2x)F'+2(n-l-1)F=0 .$$

In the variable $2x$ this is Laguerre's equation, solved by the polynomial $F=L^{2l+1}_{n-l-1}(2x)$.

Let $g$ be the Green's function for $k=1$, that is $g(x,y)=\sqrt{xy}\,A_l(x,y)$. The functions $S_n$ and $n\int g(x,y)S_n(y)\,dy/y$ satisfy the same inhomogeneous equation. Their difference solves the homogeneous one, is regular at $0$ and decays at infinity, so it is zero. Dividing by $\sqrt x$ and setting $\phi_n=x^{-1/2}S_n$,

$$\phi_n=n\,A_l\phi_n .$$

The kernel is real and symmetric, so eigenfunctions with different $n$ are orthogonal.

They are also complete. If $f\in L^2$ is orthogonal to all $\phi_n$, then $\int_0^\infty f(x)\,x^{l+1/2}e^{-x}x^j\,dx=0$ for every $j\ge0$. These integrals are, up to sign, the derivatives at $s=0$ of the function $\int_0^\infty f(x)\,x^{l+1/2}e^{-(1+s)x}dx$, which is analytic for $\operatorname{Re}s>-1$. It vanishes identically, and uniqueness of the Laplace transform gives $f=0$. No other eigenvalues remain. $\blacksquare$

## Proof of the theorem

**Parts 1 and 2.** The eigenvalues are positive, so they are also the singular values. Their squares sum to $\sum_{n\ge l+1}n^{-2}=\psi'(l+1)$. Their own sum, $\sum_{n\ge l+1}n^{-1}$, diverges.

**Part 3.** Keep the factors up to $N$, with $N>|\nu|$. The recurrence of the Gamma function gives

$$\prod_{n=l+1}^{N}\left(1-\frac\nu n\right)=\frac{l!}{N!}\,\frac{\Gamma(N+1-\nu)}{\Gamma(l+1-\nu)},$$

and $\psi(z+1)=\psi(z)+1/z$ gives

$$\sum_{n=l+1}^N\frac1n=\psi(N+1)-\psi(l+1).$$

Multiplying the product by the exponential of $\nu$ times the sum,

$$\prod_{n=l+1}^{N}\left(1-\frac\nu n\right)e^{\nu/n}=\frac{l!\,e^{-\nu\psi(l+1)}}{\Gamma(l+1-\nu)}\cdot\frac{\Gamma(N+1-\nu)}{N!}\,e^{\nu\psi(N+1)} .$$

By Stirling's formula $\Gamma(N+1-\nu)/N!=N^{-\nu}[1+O(1/N)]$, while $\psi(N+1)=\ln N+O(1/N)$. The last factor tends to $1$. $\blacksquare$

**Remark on the zeros.** The determinant vanishes at $\nu=n\ge l+1$, which is $E=-Z^2/(2n^2)$: the Bohr levels of this partial wave. For repulsion, $\nu<0$, there are no zeros.

**Remark on weak coupling.** Expanding $\ln\Gamma(l+1-\nu)$ cancels the linear term and leaves

$$\ln\det{}_2(1-\nu A_l)=-\tfrac12\nu^2\psi'(l+1)+O(\nu^3),$$

which is $-\tfrac12\operatorname{tr}(\nu A_l)^2$, as the definition requires. At fixed $\nu$ and large $l$, $\psi'(l+1)\to0$. Then $\|\nu A_l\|_2\to0$ and the determinant tends to $1$: the centrifugal barrier keeps the electron away from the nucleus.

**Remark on the bare product.** Without the exponentials the product up to $N$ behaves as $N^{-\nu}\,l!/\Gamma(l+1-\nu)$. For $\nu=0.8$, $l=0$ it falls from $5.467\times10^{-3}$ at $N=100$ to $1.374\times10^{-4}$ at $N=10^4$, a factor of about $100^{-0.8}=0.025$. The regularised product at $N=10^6$ is $0.345663$.

## Proposition: the potential cut off at $R$

Let the Coulomb potential act for $r<R$ only, let $X=kR$, and let $\det_R$ be the ordinary determinant of the truncated kernel. Then

$$\operatorname{tr}A_l^{(X)}=\ln(2X)-\psi(l+1)+o(1),\qquad (2kR)^{\nu}\,{\det}_R\to\frac{l!}{\Gamma(l+1-\nu)} .$$

*Proof.* On $[\varepsilon,X]$ the kernel is continuous and positive, and Mercer's theorem equates its trace with the integral of its diagonal $a_l(x)=2I_\mu(x)K_\mu(x)$. Since $a_l$ is bounded near $0$, letting $\varepsilon\to0$ gives a finite trace $\int_0^Xa_l\,dx$.

For $l=0$, $a_0=(1-e^{-2x})/x$. With $t=2x$, integration by parts gives

$$\int_0^{2X}\frac{1-e^{-t}}{t}\,dt=(1-e^{-2X})\ln(2X)-\int_0^{2X}e^{-t}\ln t\,dt=\ln(2X)-\psi(1)+o(1),$$

because $\int_0^\infty e^{-t}\ln t\,dt=\Gamma'(1)=\psi(1)$.

For $l\ge1$ put $\rho=\mu-1$ and $F=I_\mu K_\rho$. The relations $I_\mu'=I_\rho-(\mu/x)I_\mu$ and $K_\rho'=-K_\mu+(\rho/x)K_\rho$ give

$$\frac{d}{dx}(xF)=x\,(I_\rho K_\rho-I_\mu K_\mu),\qquad\text{so}\qquad a_{l-1}-a_l=\frac2x(xF)'=2F'+\frac{2F}{x}.$$

$F$ vanishes at both ends, so the first term integrates to zero. For the second, the two Bessel equations combine to

$$\frac{d}{dx}\left[x(I_\mu'K_\rho-I_\mu K_\rho')\right]=(\mu^2-\rho^2)\frac{F}{x} .$$

The bracket rises from $0$ to $1$, and $\mu^2-\rho^2=2\mu-1=2l$. Hence $\int_0^\infty(a_{l-1}-a_l)\,dx=2/(2l)=1/l$. Each step in $l$ lowers the constant by $1/l$, which is how $-\psi(l+1)$ changes.

As $X\to\infty$ the truncated kernel tends to $A_l$ in the Hilbert-Schmidt norm, and so does its $\det_2$ to that of $A_l$. Finally

$${\det}_R=\det{}_2\;e^{-\nu\operatorname{tr}A_l^{(X)}}\simeq\frac{l!\,e^{-\nu\psi(l+1)}}{\Gamma(l+1-\nu)}\,(2kR)^{-\nu}e^{\nu\psi(l+1)} .\qquad\blacksquare$$

The factor $e^{-\nu\psi(l+1)}$ thus belongs to the subtraction of the trace. The zeros are carried by $1/\Gamma(l+1-\nu)$.

## A second derivation, from the radial equation

For the cut-off potential let $\varphi_Z$ be the solution that starts as $r^{l+1}$, and let $f_Z$ be the one equal to $\sqrt r\,K_\mu(kr)$ for $r\ge R$. Their Wronskian $D(Z)=\varphi_Z'f_Z-\varphi_Zf_Z'$ does not depend on $r$. For two couplings, inside $R$,

$$\left(\varphi_Z'f_{Z_1}-\varphi_Zf_{Z_1}'\right)'=-\frac{2(Z-Z_1)}{r}\,\varphi_Zf_{Z_1} .$$

At $r=R$ the bracket equals $D(Z)$, since $f$ there does not depend on the coupling. At $r\to0$ it equals $D(Z_1)$, since the $\varphi$'s share their leading term. Integrating and letting $Z_1\to Z$,

$$D'(Z)=-2\int_0^R\varphi_Zf_Z\,\frac{dr}{r} .$$

The full Green's function is $G_Z=(2/D)\,\varphi_Z(r_<)f_Z(r_>)$, by the same jump condition as before. With $B=r^{-1/2}g_l\,r^{-1/2}$ on $(0,R)$, the operator $(1-ZB)^{-1}B$ has kernel $r^{-1/2}G_Zr'^{-1/2}$, so for small real $Z$

$$\frac{d}{dZ}\ln{\det}_R=-\operatorname{tr}\left[(1-ZB)^{-1}B\right]=-\int_0^RG_Z(r,r)\frac{dr}{r}=\frac{D'(Z)}{D(Z)} .$$

Both $\det_R$ and $D$ are entire in $Z$, and therefore $\det_R=D(Z)/D(0)$ for all $Z$.

Inside $R$, $\varphi_Z=r^{l+1}e^{-kr}M(l+1-\nu,2l+2,2kr)$, with $M$ Kummer's function. If $a$ is not one of $0,-1,-2,\dots$, then at large positive $z$

$$M(a,b,z)\simeq\frac{\Gamma(b)}{\Gamma(a)}\,e^zz^{a-b}\left[1+\frac{(1-a)(b-a)}{z}\right].$$

Here $(1-a)(b-a)=(\nu-l)(\nu+l+1)=\nu^2+\nu-l(l+1)$. Also $\varphi_Z'/\varphi_Z\simeq k-\nu/r$ and $f'/f\simeq-k$, so $D\simeq2k\varphi_Zf\,[1-\nu/(2kR)]$. In the ratio to $\nu=0$ the terms linear in $\nu$ and those in $l(l+1)$ cancel:

$$(2kR)^\nu\,{\det}_R=\frac{l!}{\Gamma(l+1-\nu)}\left[1+\frac{\nu^2}{2kR}+O\!\left(\frac1{(kR)^2}\right)\right].$$

This expansion holds when $\nu$ is not an integer $n\ge l+1$. At $\nu=n$ the function $M$ is a polynomial, so $\varphi_Z$ decays as $e^{-kr}$ times a power of $r$. There $\varphi_Z'/\varphi_Z\simeq-k+n/r$, so for large $kR$ the determinant $\det_R$ is not zero but of order $e^{-2kR}(kR)^{n-1}$. It can still vanish at isolated smaller radii, where a lower level of the cut-off well lies at this energy: for $l=0$, $n=2$, $\det_R=e^{-2kR}(1-2kR)$ is zero at $kR=\tfrac12$. The exponential dominates as $R\to\infty$, and $(2kR)^\nu\det_R$ tends to $0$, which is again the value of $l!/\Gamma(l+1-\nu)$.

This confirms the proposition and, with the trace law, gives part 3 of the theorem again without using the eigenvalues.

## Numerical case: hydrogen, $Z=1$

Take $l=0$ and $k=1.25$, so $\nu=1/1.25=0.8$ and $E=-1.25^2/2=-0.78125$ hartree, below the ground level. With $-\psi(1)=0.57722$ and $1/\Gamma(0.2)=0.217825$,

$$\det{}_2=e^{0.8\times0.57722}\times0.217825=1.58689\times0.217825=0.34566 .$$

The discretised kernel, extrapolated in grid size and cut-off radius, gives $0.34566$ as well. At $kR=20$ the cut-off determinant is $0.01158$, both from the kernel and from the Wronskian. The asymptotic law gives $40^{-0.8}\times0.2178\times(1+0.016)=0.0116$. At $kR=1000$ the scaled determinant is $0.217895$, above its limit by a fraction $3.2\times10^{-4}$, which is $\nu^2/(2kR)$.

For $k=0.625$, $\nu=1.6$ and $E=-0.19531$ hartree lies between the first two levels. The closed form gives $-0.68116$ for $l=0$ and $+0.22921$ for $l=1$. The sign shows whether the number of levels below $E$ in the partial wave is odd or even: one factor, $1-1.6$, is negative for $l=0$, while for $l=1$ the product starts at $n=2$ and no factor is negative. The extrapolated kernel values agree with these to within $10^{-4}$, relative to the closed form.

The cut-off trace for $l=0$ rises from $3.57295$ at $x=10$ to $5.87553$ at $x=100$. The increase, $2.30258$ from the rounded values, is $\ln10=2.302585$ to within that rounding.

## Extension to complex $k$, and its limit

For $\operatorname{Re}k>0$ consider $ZB_k$ on $L^2(0,\infty;dr)$, with kernel $2Z\,I_\mu(kr_<)K_\mu(kr_>)$. Let $z=kr_<$ and $w=kr_>$. At half-integer order the Bessel functions are elementary, and their behaviour at small and large argument gives

$$|I_\mu(z)|\le\frac{c\,e^{\operatorname{Re}z}}{|z|^{1/2}}\left(\frac{|z|}{1+|z|}\right)^{l+1},\qquad |K_\mu(w)|\le\frac{c\,e^{-\operatorname{Re}w}}{|w|^{1/2}}\left(\frac{1+|w|}{|w|}\right)^{l} .$$

Because $|z|\le|w|$, replacing $w$ by $z$ in the last bracket can only enlarge it. Hence

$$|2I_\mu(z)K_\mu(w)|\le C\left|\frac zw\right|^{1/2}\frac{e^{-\operatorname{Re}k\,|r-r'|}}{1+|z|} .$$

The square is integrable, locally uniformly in $k$. So $\det_2(1-ZB_k)$ is analytic in $k$, and the formula, proved for $k>0$, holds throughout $\operatorname{Re}k>0$ with $\nu=Z/k$. For $l=2$ and $k=1+0.5i$ it gives $0.89803+0.13391i$, and the extrapolated kernel agrees to $10^{-5}$, relative to this value.

The zeros in $Z$ show that the eigenvalues of $B_k$ are $1/(kn)$. By Weyl's inequality the sum of their moduli cannot exceed the trace norm. That sum diverges, so $B_k$ is not trace class either.

On the imaginary $k$ axis, which corresponds to scattering energies, the exponential damping is lost. The squared kernel then falls only as $1/(rr')$, apart from oscillations, and its double integral diverges. The right-hand side of the formula can still be continued there, except to $k=0$, but $B_k$ is no longer a Hilbert-Schmidt operator on this space, so the definition of $\det_2$ used here does not apply to it.

## Table of computed values

```
max |A phi_n - phi_n/n|, l=0..2, three n each: 1.3e-15
l=0: HS norm^2 by quadrature 1.644934, psi'(l+1) 1.644934
l=1: HS norm^2 by quadrature 0.644934, psi'(l+1) 0.644934
l=2: HS norm^2 by quadrature 0.394934, psi'(l+1) 0.394934
l=0: trace of A cut at x=10: 3.57295
l=0: trace of A cut at x=100: 5.87553
l=0: trace of A cut at x=1000: 8.17812
l=0: trace(1000)-ln(2000) = 0.57722, -psi(l+1) = 0.57722
l=1: trace(1000)-ln(2000) = -0.42278, -psi(l+1) = -0.42278
l=2: trace(1000)-ln(2000) = -0.92278, -psi(l+1) = -0.92278
case l=0, Z=1, k=1.25 1/bohr: nu=0.80000, E=-0.78125 hartree
  cut at R=16.0 bohr: det from kernel 0.01158, from Wronskian 0.01158
  det2 at the three cut-offs: 0.35143, 0.34849, 0.34706
  det2 extrapolated 0.34566, closed form 0.34566, rel. dev. 4.6e-06
case l=0, Z=1, k=0.625 1/bohr: nu=1.60000, E=-0.19531 hartree
  cut at R=32.0 bohr: det from kernel -0.00079, from Wronskian -0.00079
  det2 at the three cut-offs: -0.72890, -0.70393, -0.69229
  det2 extrapolated -0.68122, closed form -0.68116, rel. dev. 8.6e-05
case l=1, Z=1, k=0.625 1/bohr: nu=1.60000, E=-0.19531 hartree
  cut at R=32.0 bohr: det from kernel 0.00132, from Wronskian 0.00132
  det2 at the three cut-offs: 0.24522, 0.23686, 0.23295
  det2 extrapolated 0.22922, closed form 0.22921, rel. dev. 5.5e-05
case l=2, Z=1, k=(1+0.5j) 1/bohr: nu=0.80000-0.40000j, E=-0.37500-0.50000j hartree
  cut at R=20.0 bohr: det from kernel 0.04626+0.05985j, from Wronskian 0.04626+0.05985j
  det2 at the three cut-offs: 0.90295+0.11809j, 0.90056+0.12610j, 0.89931+0.13003j
  det2 extrapolated 0.89803+0.13392j, closed form 0.89803+0.13391j, rel. dev. 1.0e-05
l=0: leading eigenvalues of A: 1.0000, 0.5000, 0.3334, 0.2501
l=1: leading eigenvalues of A: 0.5000, 0.3334, 0.2501, 0.2001
l=0, nu=0.8, levels to N=100: bare product 5.467e-03, regularised 0.346768
l=0, nu=0.8, levels to N=10000: bare product 1.374e-04, regularised 0.345674
l=0, nu=0.8, levels to N=1000000: bare product 3.452e-06, regularised 0.345663
l=0, nu=0.8, kR=10: (2kR)^nu det = 0.225451
l=0, nu=0.8, kR=100: (2kR)^nu det = 0.218528
l=0, nu=0.8, kR=1000: (2kR)^nu det = 0.217895
  limit l!/Gamma(l+1-nu) = 0.217825
k=1+0.5i, l=0..2: largest constant C in kernel bound 2.016
```
